# IEF-PCM from Green's identities and its equivalence to SS(V)PE, part 1

(Sections cited here and not found follow in the second part.)

A solute with charge density $\rho$ occupies a cavity $C$ bounded by a closed surface $\Gamma$ with continuous curvature and outward unit normal $\mathbf n$. The permittivity is 1 inside and a constant $\varepsilon>1$ outside (a linear, isotropic, ion-free continuum). Hartree atomic units are used, with Coulomb kernel $G=1/|\mathbf r-\mathbf r'|$ and $\nabla^2G=-4\pi\delta$. Let $\phi$ be the total potential, $\phi_\rho$ the vacuum potential of $\rho$, $\phi_r=\phi-\phi_\rho$ the reaction potential, and $f=(\varepsilon-1)/(\varepsilon+1)$. With the surface operators $S$, $D$, $D^*$ defined in (4), the surface charge $\sigma$ whose potential equals $\phi_r$ throughout $C$ obeys the IEF-PCM equation

$$\Big(\frac{2\pi}{f}-D\Big)S\sigma=-(2\pi-D)\phi_\rho, \tag{1}$$

whether or not part of $\rho$ lies outside $C$. The operators satisfy

$$DS=SD^*, \tag{2}$$

so that (1) is the same equation as Chipman's SS(V)PE equation, in its unsymmetrized and its symmetrized form:

$$S\Big(\frac{2\pi}{f}-D^*\Big)\sigma=\Big[\frac{2\pi}{f}S-\tfrac12(DS+SD^*)\Big]\sigma=-(2\pi-D)\phi_\rho. \tag{3}$$

The equivalence is one of integral operators. Point-collocation matrices in general obey (2) only approximately, and the three forms then give different charges. The difference is small on the smooth surface of the worked example; on a cavity built from intersecting atomic spheres it can be large, and the discrete forms are not interchangeable there.

### Surface operators and jump relations

For $\mathbf s,\mathbf s'\in\Gamma$, $\mathbf R=\mathbf s-\mathbf s'$, and smooth $\sigma,u$,

$$S\sigma=\int_\Gamma\frac{\sigma(\mathbf s')}{R}ds',\quad Du=\int_\Gamma u(\mathbf s')\frac{\mathbf n'\cdot\mathbf R}{R^3}ds',\quad D^*\sigma=-\int_\Gamma\sigma(\mathbf s')\frac{\mathbf n\cdot\mathbf R}{R^3}ds'. \tag{4}$$

The kernel of $D$ is $\partial_{n'}G$, the normal derivative at the source point; that of $D^*$ is $\partial_nG$, taken at the field point. Exchanging $\mathbf s$ and $\mathbf s'$ leaves the kernel of $S$ unchanged and turns that of $D$ into that of $D^*$. With $\langle u,v\rangle=\int_\Gamma uv\,ds$, $S$ is therefore self-adjoint and $D^*$ is the adjoint of $D$. The surface leaves its tangent plane quadratically, so $\mathbf n\cdot\mathbf R=O(R^2)$. All three kernels are then $O(1/R)$, which is integrable on a surface, and the operators are compact.

Off the surface, define $V[\sigma](\mathbf r)=\int\sigma G\,ds'$ and $W[u](\mathbf r)=\int u\,\partial_{n'}G\,ds'$. Subscripts $-$ and $+$ mark limits from inside and outside, and $\partial$ is the derivative along $\mathbf n$ on either side. $V$ is continuous across $\Gamma$, with value $S\sigma$, because its kernel is uniformly integrable.

The divergence theorem gives $W[1]=\int_C\nabla'^2G\,d^3r'$, which is $-4\pi$ inside and $0$ outside. For a point $\mathbf s$ on $\Gamma$, apply the theorem to $C$ with a ball of radius $\delta$ about $\mathbf s$ removed. The volume term vanishes. On the new, nearly hemispherical boundary the outward normal points toward $\mathbf s$, so $\partial_{n'}G=+1/\delta^2$ over an area tending to $2\pi\delta^2$. The rest of the boundary integral must cancel this $+2\pi$:

$$D1=-2\pi. \tag{5}$$

Write $W[u]=u(\mathbf s)W[1]+W[u-u(\mathbf s)]$. The second term is continuous at $\mathbf s$: its kernel times $ds'$ is a solid-angle element, of bounded total size, and it multiplies a function that vanishes at $\mathbf s$. Its value there is $Du-u\,D1=Du+2\pi u$. Adding $-4\pi u$ or $0$,

$$W[u]_\mp=(D\mp2\pi)u. \tag{6}$$

At $\mathbf r=\mathbf s+\tau\mathbf n$ the sum $\partial V[\sigma]+W[\sigma]$ has the kernel $(\mathbf n'-\mathbf n)\cdot(\mathbf r-\mathbf s')/|\mathbf r-\mathbf s'|^3$. Since $\mathbf n'-\mathbf n=O(R)$, this is $O(1/|\mathbf r-\mathbf s'|)$, so the sum is continuous through $\tau=0$, where it equals $(D^*+D)\sigma$. Subtracting (6),

$$\partial V[\sigma]_\mp=(D^*\pm2\pi)\sigma. \tag{7}$$

The inside value exceeds the outside value by $4\pi\sigma$, which is Gauss's law for a charged sheet.

### Green's identities on the surface

Let $u$ be harmonic in $C$. Green's second identity, $\int_C(u\nabla'^2G-G\nabla'^2u)\,d^3r'=W[u]-V[\partial u]$, has left side $-4\pi u(\mathbf r)$ for $\mathbf r$ inside. Let $\mathbf r\to\Gamma$ from inside and use (6): $-4\pi u=(D-2\pi)u-S\partial u$, or

$$(2\pi+D)\,u=S\,\partial u_-\qquad(u\text{ harmonic inside}). \tag{8}$$

Let $u$ be harmonic outside, with $u=O(1/r)$ and $\nabla u=O(1/r^2)$, so that the sphere at infinity contributes nothing. The outward normal of the exterior region is $-\mathbf n$, so $W[u]-V[\partial u]$ equals $4\pi u(\mathbf r)$ for $\mathbf r$ outside and $0$ for $\mathbf r$ inside. The outer limit is $4\pi u=(D+2\pi)u-S\partial u$, or

$$(2\pi-D)\,u=-S\,\partial u_+\qquad(u\text{ harmonic outside, decaying}). \tag{9}$$

These statements also show that $S$ can be inverted on smooth functions. Given $u$ on $\Gamma$, extend it harmonically inward and, with decay, outward. At an interior point $4\pi u=V[\partial u_-]-W[u]$ and $0=W[u]-V[\partial u_+]$; the sum gives $u=V[\sigma]$ with $\sigma=(\partial u_--\partial u_+)/4\pi$. This $\sigma$ is unique: $S\sigma=0$ forces $V=0$ on both sides by uniqueness of the Dirichlet problem, and then $\sigma=0$ by (7).

### The IEF equation for charge inside the cavity

The potential obeys $\nabla\cdot(\epsilon\nabla\phi)=-4\pi\rho$ with $\epsilon=1$ or $\varepsilon$, is continuous on $\Gamma$, and satisfies $\partial\phi_-=\varepsilon\,\partial\phi_+$. Take first $\rho=0$ outside $C$. Inside, $\nabla^2\phi=\nabla^2\phi_\rho$, so $\phi_r$ is harmonic there, and it equals $V[\sigma]$ with $S\sigma=\phi_r|_\Gamma$. Outside, both $\phi$ and $\phi_\rho$ are harmonic and decay. Apply (8) to $\phi_r$, (9) to $\phi_\rho$ (whose normal derivative is continuous), and (9) to $\phi$:

$$S\partial\phi_-=(2\pi+D)\phi_r-(2\pi-D)\phi_\rho,\qquad S\partial\phi_+=-(2\pi-D)(\phi_r+\phi_\rho). \tag{10}$$

The dielectric condition sets the first equal to $\varepsilon$ times the second. Moving $\phi_r$ to the left and $\phi_\rho$ to the right,

$$\big[(2\pi+D)+\varepsilon(2\pi-D)\big]\phi_r=(1-\varepsilon)(2\pi-D)\phi_\rho. \tag{11}$$

The bracket is $2\pi(\varepsilon+1)-(\varepsilon-1)D=(\varepsilon-1)(2\pi/f-D)$. Dividing by $\varepsilon-1$ and setting $\phi_r=S\sigma$ gives (1). Only the solute potential enters, not its field, and (2) has not been used. The derivation needs the exterior equation to be Laplace's, with the same kernel as inside. For an ionic medium (9) holds with another kernel; for an anisotropic one, with permittivity tensor $\boldsymbol\varepsilon$, the kernel changes and $\mathbf n\cdot\boldsymbol\varepsilon\nabla$ also replaces the normal derivative, both in $\partial u$ and in the kernel of $D$. In either case two sets of operators appear, and (1) and (3) do not apply.

Adding $(2\pi/f-D)\phi_\rho$ to both sides of (1) and using $1/f-1=2/(\varepsilon-1)$,

$$\Big(\frac{2\pi}{f}-D\Big)(S\sigma+\phi_\rho)=\frac{4\pi}{\varepsilon-1}\phi_\rho. \tag{12}$$

As $\varepsilon\to\infty$ the right side vanishes and $S\sigma=-\phi_\rho$, the grounded conductor ($2\pi-D$ is invertible, as shown below). As $\varepsilon\to1$, $1/f$ diverges in (1) and $\sigma\to0$ in proportion to $f$.

### The identity $DS=SD^*$ and the equivalence

For any $\sigma$, $u=V[\sigma]$ is harmonic inside, with boundary value $S\sigma$ and, by (7), inner derivative $(2\pi+D^*)\sigma$. Equation (8) becomes

$$(2\pi+D)S\sigma=S(2\pi+D^*)\sigma. \tag{13}$$

The terms $2\pi S\sigma$ cancel and (2) remains. Since $(DS)^*=S^*D^*=SD^*$, (2) says that $DS$ is self-adjoint. It does not say that $D=D^*$ or that $D$ commutes with $S$.

The left side of (1) is $(2\pi/f)S\sigma-DS\sigma$. Replacing $DS$ by $SD^*$ gives the first form of (3), and replacing it by $\tfrac12(DS+SD^*)$ gives the second. The three left operators are one operator and the right sides coincide.

A sphere of radius $R_0$ cannot test (2). There $\mathbf n'=\mathbf s'/R_0$ and $\mathbf s'\cdot(\mathbf s-\mathbf s')=\mathbf s\cdot\mathbf s'-R_0^2=-R^2/2$, and likewise $-\mathbf s\cdot(\mathbf s-\mathbf s')=-R^2/2$, so $D=D^*=-S/2R_0$ and every ordering agrees. For a central charge $q$, $\phi_\rho=q/R_0$, $S1=4\pi R_0$, and (1) with (5) reads $2\pi(1/f+1)4\pi R_0\sigma=-4\pi q/R_0$. With $1/f+1=2\varepsilon/(\varepsilon-1)$ this is $4\pi R_0^2\sigma=-(1-1/\varepsilon)q$, the Born result.

The numerical check therefore uses an egg-shaped surface $(gx,gy,5z)$ bohr, $g=3(1+0.15z)$, with $(x,y,z)$ on the unit sphere, and builds $D$ and $D^*$ from their separate kernels. On the test function $e^z+z^2/2$ (multiplied by $\sin\theta\cos\varphi$ for azimuthal order $m=1$), the largest deviation of $SD^*$ from $DS$, relative to the largest value of $DS$, is $6.6\times10^{-13}$ for $m=0$ and $2.4\times10^{-12}$ for $m=1$. The wrong ordering $SD$ deviates by 0.034 and 0.059, and $D^*$ differs from $D$ by 0.183 and 0.105 of the largest value of $D$. All maxima are taken over the quadrature nodes and, for $m=1$, after the common factor $\sin\theta\cos\varphi$ has been divided out. At the upper tip the off-surface limits of $\partial V$ are $4.6854$ and $-35.7567$, and those of $W$ are $-34.0087$ and $6.4334$; both jumps have size $40.4421=4\pi(e+\tfrac12)$, as (6) and (7) require.

The field-based D-PCM equation follows from inserting (7) directly into the dielectric condition, $\partial\phi_\rho+(2\pi+D^*)\sigma=\varepsilon[\partial\phi_\rho+(D^*-2\pi)\sigma]$. Collecting $\sigma$ and dividing by $\varepsilon-1$,

$$\Big(\frac{2\pi}{f}-D^*\Big)\sigma=\partial\phi_\rho. \tag{14}$$

Applying $S$ and using (9) for $\phi_\rho$ gives the first form of (3). Both (14) and this step require all of $\rho$ to be inside.

### Solvability, reciprocity and energy

Let $V=V[\sigma]$ and $I_\mp=\int|\nabla V|^2d^3r$ over the inside or the outside. Green's first identity gives $\langle V,\partial V_-\rangle=I_-$ and $\langle V,\partial V_+\rangle=-I_+$. With (7) and $S^*=S$,

$$\langle\sigma,S(2\pi+D^*)\sigma\rangle=I_-,\qquad\langle\sigma,S(2\pi-D^*)\sigma\rangle=I_+. \tag{15}$$

If $I_+=0$, then $V=0$ outside and on $\Gamma$, so $\sigma=0$; hence $I_+>0$ for $\sigma\neq0$. The sum of (15) is $4\pi\langle\sigma,S\sigma\rangle=I_-+I_+>0$, so $S$ is positive. The first equation plus $\varepsilon$ times the second is $(\varepsilon-1)\langle\sigma,S(2\pi/f-D^*)\sigma\rangle=I_-+\varepsilon I_+>0$, so the left operator of (3) is positive definite. Then $2\pi/f-D^*$ has no null vector, and being a multiple of the identity plus a compact operator it is invertible by the Fredholm alternative, as is its adjoint $2\pi/f-D$. The second equation of (15) gives the same for $2\pi-D$.

Because $SD^*$ is self-adjoint, $D^*$ is symmetric in the inner product $\langle\cdot,S\,\cdot\rangle$ and has real eigenvalues. For $D^*\sigma=\lambda\sigma$, the difference of the equations (15) divided by their sum gives

$$\lambda=2\pi\,\frac{I_--I_+}{I_-+I_+}\in[-2\pi,2\pi). \tag{16}$$

By (2), $S\sigma$ is an eigenfunction of $D$ with the same $\lambda$. The value $-2\pi$ needs $I_-=0$, a constant interior potential, in agreement with (5). On the egg the computed eigenvalues of $D/2\pi$ run from $-1$ to $-0.016$ for $m=0$; the upper figure belongs to the finite basis, since the eigenvalues of a compact operator accumulate at zero.

The response $\sigma=\mathcal Q\phi_\rho$ has $\mathcal Q=-S^{-1}(2\pi/f-D)^{-1}(2\pi-D)$. Equation (2) gives $S^{-1}D=D^*S^{-1}$, so $S^{-1}$ can be moved to the right through both factors: $\mathcal Q=-(2\pi/f-D^*)^{-1}(2\pi-D^*)S^{-1}$. The adjoint of the first expression is $-(2\pi-D^*)(2\pi/f-D^*)^{-1}S^{-1}$, and functions of $D^*$ commute, so $\mathcal Q^*=\mathcal Q$. Reciprocity $\langle\phi_A,\sigma_B\rangle=\langle\phi_B,\sigma_A\rangle$ follows; on the egg, with $\varepsilon=80$, A a charge $+1$ at height 1 bohr on the axis, and B a charge $+1$ at $-2$ bohr together with $-0.3$ at 8 bohr, both sides are $-0.20297898$ hartree. The work of charging $\rho$ reversibly from zero against its own linear response is

$$E=\tfrac12\int\rho\,V[\sigma]\,d^3r=\tfrac12\langle\phi_\rho,\sigma\rangle, \tag{17}$$

and, for a cavity that does not depend on $\rho$, $\mathcal Q^*=\mathcal Q$ makes $\delta E/\delta\rho=V[\sigma]$, the potential that enters the solute's mean-field Hamiltonian. The discrete response matrix of (23) is in general not symmetric for any of the three forms, and the derivative of the discrete energy is then given by the charges of the symmetrized response, the mean of that matrix and its transpose.

For a solute charge entirely inside the cavity, the IEF-PCM equation (1) has been derived and shown, through $DS=SD^*$, to be the same operator equation as both forms of SS(V)PE, with a unique solution and a reciprocal response. It remains to show that (1) also holds when part of the charge lies outside, to examine how discretization affects the equivalence, and to test the results on a prolate spheroid.
